# Why uniform strain does not spin-split the hole bands of bulk silicon

Suppose that strain could split the two spin states of a band. For a simple band with two spin states at each wavevector $\mathbf k$, the splitting would have to come from a term

$$\delta H=\mathbf B(\mathbf k,\varepsilon)\cdot\boldsymbol\sigma ,$$

where $\boldsymbol\sigma$ are the Pauli matrices, $\varepsilon$ is the strain tensor and $\mathbf B$ is an effective field with the unit of energy. Two symmetries restrict $\mathbf B$.

- Time reversal changes the sign of $\mathbf k$ and of $\boldsymbol\sigma$, and leaves strain alone. Invariance requires $\mathbf B(-\mathbf k,\varepsilon)=-\mathbf B(\mathbf k,\varepsilon)$.
- Space inversion changes the sign of $\mathbf k$ but not of $\boldsymbol\sigma$, because spin is an angular momentum. Strain is the derivative of a displacement with respect to a position; both reverse, so strain does not. Invariance requires $\mathbf B(-\mathbf k,\varepsilon)=+\mathbf B(\mathbf k,\varepsilon)$.

Together they give $\mathbf B=-\mathbf B=0$, whatever the size or direction of the strain. Two points remain to be shown: that strained silicon really keeps its inversion symmetry, and that the conclusion holds for hole states, in which spin and orbital motion are mixed.

## The belief and its appeal

The belief is this: strain lowers the symmetry of the crystal, lower symmetry means fewer degeneracies, and so a sufficiently low-symmetry strain, acting with spin-orbit coupling, splits each hole band into two spin bands.

Much of this is right. The top of the valence band in unstrained silicon is fourfold degenerate, with total angular momentum $j=3/2$, and strain does split it. The pieces are often labelled by $m_j=\pm3/2$ and $\pm1/2$, which look like spin labels. Moreover, in a crystal without inversion symmetry, spin-orbit coupling can split the bands by spin.

The error lies in treating all degeneracies alike. Strain separates the heavy-hole pair from the light-hole pair. "Spin splitting" here means something else, a separation of the two members of one pair at the same $\mathbf k$. That degeneracy does not rest on the rotations and mirrors that strain removes.

## Strain keeps the inversion centre

Let $\mathbf R$ be the lattice vectors of unstrained silicon and $\mathbf d$ the bond vector joining the two atoms of a cell. Uniform strain multiplies lattice vectors by $F=1+\varepsilon$. The two sublattices may also shift relative to each other by some vector $\mathbf u$. The atoms then sit at

$$F\mathbf R\quad\text{(first sublattice)},\qquad F\mathbf R+\mathbf t\quad\text{(second)},\qquad \mathbf t=F\mathbf d+\mathbf u .$$

Inversion about the bond midpoint $\mathbf t/2$ sends $\mathbf r$ to $\mathbf t-\mathbf r$. Since $-\mathbf R$ is also a lattice vector,

$$F\mathbf R\to F(-\mathbf R)+\mathbf t,\qquad F\mathbf R+\mathbf t\to F(-\mathbf R).$$

Each atom lands on a site of the other sublattice. Both hold silicon, so the crystal is unchanged, for every $\varepsilon$ and every $\mathbf u$. A general (triclinic) strain reduces the 48 point operations of the crystal to 2, the identity and inversion.

The argument assumes that the electrons do not break the symmetry themselves, for instance by magnetic order, and that there is no applied magnetic or electric field. Thermal vibrations are averaged over.

## The twofold degeneracy of any Bloch state

With the origin at the inversion centre, the crystal potential obeys $V(-\mathbf r)=V(\mathbf r)$. The one-electron Hamiltonian with spin-orbit coupling is

$$H=\frac{p^2}{2m_0}+V+\frac{\hbar}{4m_0^2c^2}\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p).$$

Under inversion $P$, both $\nabla V$ and $\mathbf p$ change sign, so their product does not. Under time reversal $T$, both $\mathbf p$ and $\boldsymbol\sigma$ change sign, so the last term again survives. $H$ therefore commutes with $P$, with $T$ and with $\Theta=PT$.

A Bloch state satisfies $\psi(\mathbf r+F\mathbf R)=e^{i\mathbf k\cdot F\mathbf R}\psi(\mathbf r)$. Time reversal, $T=i\sigma_yK$ with $K$ complex conjugation, turns the phase factor into $e^{-i\mathbf k\cdot F\mathbf R}$. Inversion reverses the sign of the translation and restores the original phase. Thus $\Theta\psi$ has the same energy and the same $\mathbf k$ as $\psi$.

It must still be shown that $\Theta\psi$ is a different state. The matrix $i\sigma_y$ is real, so $T^2=(i\sigma_y)^2=-1$. Since $P^2=1$ and $P$ commutes with $T$, also $\Theta^2=-1$. An antiunitary operator obeys $\langle\Theta a|\Theta b\rangle=\langle b|a\rangle$. Put $a=\psi$ and $b=\Theta\psi$:

$$\langle\Theta\psi|\Theta^2\psi\rangle=\langle\Theta\psi|\psi\rangle .$$

The left side equals $-\langle\Theta\psi|\psi\rangle$, so $\langle\Theta\psi|\psi\rangle=0$. The two states are orthogonal, and every level at every $\mathbf k$ is at least twofold degenerate. Nothing was assumed about the strength of the strain or of the spin-orbit coupling.

The partners carry opposite mean spins. Because $\Theta\boldsymbol\sigma=-\boldsymbol\sigma\Theta$,

$$\langle\Theta\psi|\boldsymbol\sigma\Theta\psi\rangle=-\langle\Theta\psi|\Theta\boldsymbol\sigma\psi\rangle=-\langle\boldsymbol\sigma\psi|\psi\rangle=-\langle\psi|\boldsymbol\sigma|\psi\rangle .$$

They need not be pure spin-up and spin-down states.

A numerical case puts this to the test. A tight-binding crystal with rounded, silicon-like parameters and 20 states per cell was given a triclinic strain with components up to 0.9 % and a sublattice shift of a few thousandths of a nanometre. At 200 random wavevectors the largest splitting inside any pair was $2\times10^{-14}$ eV, which is rounding error. In the same strained crystal the top two pairs at $\mathbf k=0$ were 153 meV apart. That figure belongs to the simple model, which was not fitted to silicon's response to strain, but the contrast is plain: a strain that moves pairs strongly leaves each pair intact.

## What strain does to the hole bands

The hole bands near $\mathbf k=0$ show the same result explicitly. Build them from three orbitals $X,Y,Z$ with two spin states each, and write

$$H=h(\mathbf k,\varepsilon)\otimes 1+\lambda\,\mathbf L\cdot\boldsymbol\sigma,\qquad \lambda=\Delta/3 ,$$

where $\mathbf L$ is the orbital angular momentum in units of $\hbar$ and $\Delta$ is the spin-orbit splitting. Energies are electron energies, so holes collect in the highest levels. To second order in $\mathbf k$ and first order in strain, $h$ is a real symmetric matrix with elements such as

$$h_{xx}=-\frac{\hbar^2}{2m_0}\left[(\gamma_1-2\gamma_2)k^2+6\gamma_2k_x^2\right]+b\,(3\varepsilon_{xx}-\mathrm{tr}\,\varepsilon),$$

$$h_{xy}=-\frac{\hbar^2}{2m_0}\,6\gamma_3k_xk_y+\sqrt3\,d\,\varepsilon_{xy},$$

and the others by permuting the axes. Here $\gamma_1,\gamma_2,\gamma_3$ are the Luttinger parameters, and $b,d$ are the shear deformation potentials. A volume change shifts all six levels together and is left out. Terms linear in $\mathbf k$ are absent because the three orbitals have the same parity.

At given $\mathbf k$ and $\varepsilon$, rotate to the principal axes of $h$, turning spin along with the orbitals so that $\mathbf L\cdot\boldsymbol\sigma$ keeps its form. Now $h$ is diagonal, with values $a_1,a_2,a_3$. The term $L_z\sigma_z$ connects $X$ with $Y$ and keeps spin; $L_x\sigma_x$ and $L_y\sigma_y$ connect $Z$ with $Y$ and $X$ and flip spin. The six states therefore fall into two closed sets, $\{X{\uparrow},Y{\uparrow},Z{\downarrow}\}$ and $\{X{\downarrow},Y{\downarrow},Z{\uparrow}\}$. With $(L_k)_{ij}=-i\epsilon_{kij}$, the two blocks are

$$\begin{pmatrix}a_1&-i\lambda&\lambda\\ i\lambda&a_2&-i\lambda\\ \lambda&i\lambda&a_3\end{pmatrix},\qquad
\begin{pmatrix}a_1&i\lambda&-\lambda\\ -i\lambda&a_2&-i\lambda\\ -\lambda&i\lambda&a_3\end{pmatrix}.$$

For a Hermitian $3\times3$ matrix, the off-diagonal elements enter the determinant through their squared sizes, all $\lambda^2$ here, and through twice the real part of $H_{12}H_{23}H_{31}$. This product is $(-i)(-i)(1)\lambda^3=-\lambda^3$ in the first block and $(i)(-i)(-1)\lambda^3=-\lambda^3$ in the second. Both blocks thus have the same characteristic equation,

$$f(E)=(a_1-E)(a_2-E)(a_3-E)-\lambda^2(a_1+a_2+a_3-3E)-2\lambda^3=0 .$$

Its three roots each occur twice. Strain enters through $a_1,a_2,a_3$ and can move the roots, but it changes both blocks equally.

Two limits help in reading this equation. For $\lambda=0$ the roots are $a_1,a_2,a_3$: three orbital levels, each doubled by spin. For large $\lambda$, set $E=\lambda+x$ and $y_i=a_i-x$. Then

$$f=\prod_i(y_i-\lambda)-\lambda^2\Big(\sum_iy_i-3\lambda\Big)-2\lambda^3 .$$

The first product is $-\lambda^3+\lambda^2\sum_i y_i-\lambda\sum_{i<j}y_iy_j+y_1y_2y_3$. The cubic terms add to $(-1+3-2)\lambda^3=0$, the quadratic terms cancel, and there remains

$$\sum_{i<j}y_iy_j=\frac{y_1y_2y_3}{\lambda}\;\longrightarrow\;0 .$$

Write $a_i=\bar a+a_i'$ with $\sum_i a_i'=0$, so that $\sum_{i<j}a_i'a_j'=-\tfrac12\sum_i a_i'^2$. The condition becomes $3(\bar a-x)^2-\tfrac12\sum_i a_i'^2=0$, or

$$x=\bar a\pm\sqrt{\tfrac16\sum_i a_i'^2}.$$

These are the two upper pairs. At $\mathbf k=0$, $\bar a=0$ and $\sum_i a_i'^2$ is the sum of the squares of all elements of $h$. For traceless $h$ the diagonal part is $\tfrac13\sum_{i<j}(h_{ii}-h_{jj})^2$ with $h_{ii}-h_{jj}=3b(\varepsilon_{ii}-\varepsilon_{jj})$, and each off-diagonal element counts twice. The gap between the pairs is therefore

$$G=2\sqrt{\frac{b^2}{2}\sum_{i<j}(\varepsilon_{ii}-\varepsilon_{jj})^2+d^2\sum_{i<j}\varepsilon_{ij}^2}\, .$$

This is the splitting that invites the mistaken reading. It separates one pair from another.

## A compressed p-channel

Take a uniaxial stress of $-1$ GPa (compression) along $[110]$, with rough typical values for silicon: $C_{11}=166$, $C_{12}=64$, $C_{44}=80$ GPa; $b=-2.2$ eV, $d=-5.1$ eV; $\gamma_1=4.3$, $\gamma_2=0.34$, $\gamma_3=1.45$; $\Delta=44$ meV.

The stress components are $\sigma_{xx}=\sigma_{yy}=\sigma_{xy}=-0.5$ GPa. The shear strain is $\varepsilon_{xy}=\sigma_{xy}/2C_{44}=-0.3125\ \%$. Zero stress along $z$ gives $\varepsilon_{zz}=-(2C_{12}/C_{11})\varepsilon_{xx}$, and $(C_{11}+C_{12})\varepsilon_{xx}+C_{12}\varepsilon_{zz}=-0.5$ GPa then gives $\varepsilon_{xx}=\varepsilon_{yy}=-0.2768\ \%$ and $\varepsilon_{zz}=0.2134\ \%$.

At $\mathbf k=0$ the elements of $h$ are

$$h_{xx}=h_{yy}=b(\varepsilon_{xx}-\varepsilon_{zz})=10.8,\quad h_{zz}=-21.6,\quad h_{xy}=\sqrt3\,d\,\varepsilon_{xy}=27.6\ \text{meV}.$$

The principal values are $10.8\pm27.6$, that is $38.4$ and $-16.8$ meV for orbitals along $[110]$ and $[1\bar10]$, and $-21.6$ meV along $[001]$. With $\lambda=14.67$ meV, and with the principal values taken before rounding, the characteristic equation is, in meV,

$$E^3-1756\,E-7617\simeq0 ,$$

with roots $43.9$, $-4.4$ and $-39.5$ meV, each twofold. Without strain the levels are $14.7$ meV (fourfold) and $-29.3$ meV (twofold). Strain has split four states into two pairs 48.3 meV apart and has split neither pair. The large-$\Delta$ formula gives 38.5 meV, about 20 % below the six-band gap; it is only a guide here because the strain energies are comparable with $\Delta$.

Away from $\mathbf k=0$ nothing changes in this respect. At $\mathbf k=(0.134,0.267,0.401)$ nm$^{-1}$, a direction of no special symmetry, the six levels are $12.8$, $-38.2$ and $-97.5$ meV, again each twofold.

## What does split a pair

The proof needs the combined operation $\Theta=PT$. It is lost when one of inversion and time reversal is broken and the other kept, and each case below does this.

**Unlike sublattices.** If the two atoms of the cell differ, inversion no longer maps the crystal onto itself. In the tight-binding crystal, shifting the site energies by $+0.5$ eV on one sublattice and $-0.5$ eV on the other, at the same triclinic strain, separated the two highest valence levels by up to 3.3 meV at the sampled wavevectors. With spin-orbit coupling switched off the splitting vanished, since spin is then a separate twofold label. It also vanished at $\mathbf k=0$ with the coupling on, because time reversal alone maps $\mathbf k=0$ to itself.

**A gate field.** A field $\mathcal F$ across a film adds a potential that is odd in position. Inversion now reverses $\mathcal F$ as well, and the opening argument becomes $\mathbf B(\mathbf k,\mathcal F)=\mathbf B(-\mathbf k,-\mathcal F)$, while time reversal still requires $\mathbf B$ to be odd in $\mathbf k$. A term odd in both $\mathbf k$ and $\mathcal F$ is allowed.

**A strain gradient.** Strain that varies across the film can have a part that is odd about the centre, and such a part breaks inversion just as a field does. The word "uniform" is therefore essential.

**A magnetic field.** This breaks time reversal. At 1 T along $z$, the spin part of the Zeeman energy splits the top pair of the example by 0.11 meV at $\mathbf k=0$; the orbital part is not included.

## The real channel

A p-channel transistor is not bulk silicon, and the assumption it breaks first is the absence of an electric field. The stress above is of the size used in strained channels. Take a 10 nm film with hard walls, a uniform field of 0.5 MV/cm and $5\times10^{12}$ holes per cm$^2$, all plausible rough values. If the holes filled one circular, doubly degenerate subband, the Fermi wavevector would be $k_F=\sqrt{2\pi p}=0.56$ nm$^{-1}$. The real subbands are far from circular: in the stressed film with field, the zero-temperature Fermi contour lies near 0.29 nm$^{-1}$ along $[110]$ and 1.15 nm$^{-1}$ along $[1\bar10]$, and at 300 K the hole gas is not degenerate: no state is more than about 40 % occupied. The value 0.56 nm$^{-1}$ therefore serves only as a fixed reference point. At this wavevector along $[110]$ the six-band model gives the following separations of the two highest levels.

| Condition | Separation (meV) |
|---|---|
| uniform stress, no field | 0 (rounding error) |
| uniform stress, field | 3.3 |
| no stress, field | 1.45 |
| stress from $-0.5$ to $-1.5$ GPa across the film, no field | 1.9 |

With film, field and this wavevector held fixed, uniform stress more than doubles the separation, yet without the field it produces none in this envelope model. The doubling is not a general rule: around the zero-temperature Fermi contour of the top pair, sampled every 5°, the separation runs from 0.04 to 2.4 meV with stress and from 0.8 to 5.9 meV without it. The two highest levels in the table are partners in one pair. They have opposite parity under the mirror plane that contains $\mathbf k$ and the film normal; each degenerate pair holds one state of each parity, and levels of the same parity do not cross as the field is turned on. In the stressed film with field the third level is only about 5 meV below the second. The gradient in the last row is deliberately steep, and its volume-change part, which moves that entry by about 0.1 meV for a hydrostatic deformation potential of size 2.4 eV, is left out. The model also omits the screening of the field by the holes and the atomic structure of the interfaces, either of which can alter these numbers. The interfaces matter at the level of the entries themselves: an ideally terminated $sp^3d^5s^*$ tight-binding slab with a crude strain scaling, at the same field and wavevector, gives 1.3 or 2.8 meV without stress and 0.9 or 0.4 meV with it, depending on the direction of the surface bonds. The table therefore fixes only the meV scale, and the doubling belongs to the envelope model.

At room temperature such splittings are hard to resolve. The thermal energy at 300 K is 26 meV. A rough mobility of $\mu=200$ cm$^2$/Vs, with the computed bulk top-band mass $m=0.118\,m_0$ along the stress, gives a collision time $\tau=m\mu/e=13$ fs and a level broadening $\hbar/\tau\approx49$ meV. That mass holds only near $\mathbf k=0$ in the bulk. In the stressed film with field, the thermally averaged conductivity mass along $[110]$ at 300 K is nearer $0.28\,m_0$, which gives $\tau\approx30$ fs and $\hbar/\tau\approx20$ meV. Both are crude estimates, but either exceeds the 3.3 meV splitting several times over.

If a strained silicon channel does show spin-split hole subbands with no magnetic field or magnetic order present, the cause to look for is whatever breaks inversion: the gate field, unequal interfaces, a strain gradient, or the atomic termination of the film itself. An ideal (001) film with an odd number of atomic planes has no inversion centre even when its two surfaces are equivalent. The resulting splitting is small in a 10 nm film (about 0.3 to 0.4 meV at 0.3 to 0.56 nm$^{-1}$ in an unstressed $sp^3d^5s^*$ tight-binding slab with idealised passivation) and tends to be larger in thinner films, reaching several meV in some directions at 5 nm, though it does not grow steadily at every wavevector. Uniform strain can change the size of the splitting once inversion is broken, but it cannot supply the breaking. The bulk tight-binding tests, the bulk six-band levels and the table entries are collected in the numerical output below.

## Numbers as computed

```
SYMMETRY TEST, tight-binding crystal
lattice constant: 0.543 nm; spin-orbit Delta: 0.044 eV
on-site s, p, s*: -4.2, 1.7, 6.7 eV
ss, sp, s*p, pp-sigma, pp-pi: -2.1, 2.5, 2.3, 2.7, -0.7 eV
triclinic strain xx yy zz (%): [ 0.9 -0.4  0.3]
triclinic strain yz xz xy (%): [ 0.5 -0.3  0.7]
sublattice shift u (nm): [ 0.002 -0.001  0.003]
point operations: unstrained 48, [110] 8, triclinic 2
atom mismatch after inversion: 0.0e+00 nm
random wavevectors: 200
largest splitting inside any pair: 2.1e-14 eV
largest summed spin of top pair: 6.7e-14 (units hbar/2)
gap between top two pairs at k=0: 153.06 meV
unlike sublattices, on-site offset: +/-0.5 eV
  largest top-pair splitting: 3.264 meV
  same, Delta=0, any pair: 2.5e-14 eV
  same, Delta on, k=0, any pair: 4.4e-15 eV
EXAMPLE, six-band silicon, rough typical parameters
g1, g2, g3: 4.3, 0.34, 1.45; b, d: -2.2, -5.1 eV
C11, C12, C44: 166.0, 64.0, 80.0 GPa; [110] stress: -1.0 GPa
strain xx=yy, zz, xy: -0.2768, 0.2134, -0.3125 %
levels k=0, no strain (meV): 14.67 14.67 14.67 14.67 -29.33 -29.33
levels k=0, strained (meV): 43.93 43.93 -4.39 -4.39 -39.54 -39.54
general k (1/nm): [0.1336 0.2673 0.4009]
levels at general k, strained (meV): 12.79 12.79 -38.19 -38.19 -97.47 -97.47
gap between top pairs, k=0, six-band: 48.31 meV
same gap, large-Delta formula: 38.49 meV
top-band mass along [110]: 0.118 m0
OUTSIDE THE UNIFORM BULK MODEL
film 10.0 nm, field 0.5 MV/cm, holes 5.0e+12 /cm2
Fermi wavevector estimate, along [110]: 0.560 1/nm
film top-pair splitting, no field: 6.8e-15 eV
film splitting, field and strain: 3.26 meV
  same on finer grid: 3.27 meV
  distance to third level: 5.02 meV
film splitting, field, no strain: 1.45 meV
stress at film walls: -0.5, -1.5 GPa
film splitting, stress gradient only: 1.917 meV
spin Zeeman splitting, 1.0 T along z: 0.1088 meV
thermal energy at 300.0 K: 25.85 meV
mobility 200.0 cm2/Vs: collision time 13.4 fs
collision broadening hbar/tau: 49.3 meV
```
